\section*{Fluctuations and the ordering transition of a symmetric diblock melt, part 1}

(Sections cited here and not found follow in the second part.)

\section{From chain statistics to a shell of soft modes}

\subsection*{The setting}

A melt contains $n$ identical AB diblock chains in a volume $V$. Each chain has $N$ segments of length $b$ and volume $v$, half of them A and half B, so $n=V/(Nv)$. The melt is incompressible, the chains are Gaussian, and both blocks have the same $b$ and $v$. Contacts between unlike segments are penalized by the Flory parameter $\chi$. We ask at which value of $\chi N$ the melt orders into lamellae, and whether the transition is continuous.

Energies are in units of $k_BT$ per chain, and $\langle\cdots\rangle_V$ is a volume average. The order parameter is the excess local volume fraction of A,
\begin{equation}
\psi(\mathbf r)=\phi_A(\mathbf r)-\tfrac12=\sum_{\mathbf q}\psi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}.
\end{equation}
Lengths are compared with the radius of gyration through $R_g^2=Nb^2/6$ and $x=q^2R_g^2$. The number that measures how strongly chains overlap is the invariant chain length
\begin{equation}
\bar N=\frac{Nb^6}{v^2}.
\end{equation}

\subsection*{(a) What does a weak composition wave cost?}

\emph{Find the energy to second order in $\psi$ and the value of $\chi N$ at which the uniform melt becomes unstable in mean-field theory.}

\medskip
\textbf{Solution.} Since $\phi_A\phi_B=(\tfrac12+\psi)(\tfrac12-\psi)=\tfrac14-\psi^2$, the contact energy per chain, measured from the uniform melt, is
\begin{equation}
\chi N\langle\phi_A\phi_B\rangle_V-\tfrac14\chi N=-\chi N\sum_{\mathbf q}|\psi_{\mathbf q}|^2 .
\end{equation}

The remaining cost is the entropy lost by the chains. Let $s\in[0,1]$ run along a chain, with $\sigma(s)=+1$ on the A half and $-1$ on the B half. Apply a field $\mu$ that acts with opposite sign on A and B, and a pressure field $\xi$ that acts on both:
\begin{equation}
U=\int_0^1ds\,[\sigma(s)\mu(\mathbf r(s))+\xi(\mathbf r(s))],\qquad \mathcal Q=\langle e^{-U}\rangle ,
\end{equation}
where the average is over free Gaussian chains placed uniformly in $V$. The quantity $-\ln\mathcal Q$ is the free energy in the fields. Subtracting the field energy leaves the free energy at prescribed densities $\phi_A-\phi_B=2\psi$ and $\phi_A+\phi_B=1$:
\begin{equation}
f_{\rm id}[\psi]=\mathop{\rm ext}_{\mu,\xi}\left\{-\ln\mathcal Q-\langle 2\psi\mu\rangle_V-\langle\xi\rangle_V\right\}.
\label{eq:legendre}
\end{equation}
Using the extremum means that fluctuations of the fields at fixed $\psi$ are dropped. Fluctuations of $\psi$ itself enter from part (d) onward.

Two points on a chain are separated by a Gaussian vector whose variance per component is $Nb^2|s-s'|/3$, so
\begin{equation}
\langle e^{i\mathbf q\cdot[\mathbf r(s)-\mathbf r(s')]}\rangle=e^{-q^2Nb^2|s-s'|/6}=e^{-x|s-s'|}.
\end{equation}
Over a piece of length $f$ the double integral is
\begin{equation}
g(f,x)=2\int_0^f(f-u)e^{-xu}du=\frac{2(fx+e^{-fx}-1)}{x^2}.
\end{equation}
The response to $\mu$ contains the two same-block integrals, $2g(\tfrac12,x)$, minus the cross terms, $g(1,x)-2g(\tfrac12,x)$:
\begin{equation}
G(x)=\int_0^1\!\!\int_0^1\sigma(s)\sigma(s')e^{-x|s-s'|}ds\,ds'=4g(\tfrac12,x)-g(1,x).
\end{equation}
The mixed response to $\mu$ and $\xi$ has a single factor $\sigma$. It changes sign under $s\to1-s$, $s'\to1-s'$, so it vanishes. To second order \eqref{eq:legendre} is then
\begin{equation}
-\tfrac12\sum_{\mathbf q}G|\mu_{\mathbf q}|^2-2\sum_{\mathbf q}\mu_{\mathbf q}\psi_{-\mathbf q},\qquad
\mu_{\mathbf q}=-\frac{2\psi_{\mathbf q}}{G},
\end{equation}
and its value at the extremum is $(-2+4)|\psi_{\mathbf q}|^2/G=2|\psi_{\mathbf q}|^2/G$ for each $\mathbf q$. Adding the contact energy gives
\begin{equation}
h_2=\frac12\sum_{\mathbf q}[F(x)-2\chi N]\,|\psi_{\mathbf q}|^2,\qquad F(x)=\frac{4}{G(x)}.
\end{equation}

For small $x$ the expansion $g\simeq f^2-f^3x/3$ gives $G\simeq x/6$ and $F\simeq24/x$: connected blocks cannot separate over long distances. For large $x$, $G\simeq2/x$ and $F\simeq2x$: fine modulation confines the chains. A minimum lies between. Numerically it is at $x_*=3.785$, with $F(x_*)=20.99$. The first instability is therefore at
\begin{equation}
(\chi N)_s=\tfrac12F(x_*)=10.495 .
\end{equation}
We measure the distance from it by
\begin{equation}
t=F(x_*)-2\chi N=2[(\chi N)_s-\chi N].
\end{equation}

\subsection*{(b) What limits the amplitude?}

\emph{Find the fourth-order coefficient for two pairs of waves, $\pm\mathbf q$ and $\pm\mathbf k$, with $|\mathbf q|=|\mathbf k|=q_*=\sqrt{x_*}/R_g$.}

\medskip
\textbf{Solution.} Split $U=M+X$ into the parts due to $\mu$ and $\xi$. The cumulant expansion is
\begin{equation}
-\ln\mathcal Q=\kappa_1-\tfrac12\kappa_2+\tfrac16\kappa_3-\tfrac1{24}\kappa_4+\cdots .
\end{equation}
Reversing the path, $\mathbf r(s)\to\mathbf r(1-s)$, leaves the ensemble of free chains unchanged but changes the sign of $M$, because $\sigma(1-s)=-\sigma(s)$. Cumulants with an odd number of factors $M$ vanish, and with them the cubic term in $\psi$. The field $\xi$ is of second order in $\mu$, since it serves to cancel the total-density change produced by $\mu$. The terms needed beyond second order are
\begin{equation}
-\tfrac12\kappa_2(X,X)+\tfrac12\kappa_3(M,M,X)-\tfrac1{24}\kappa_4(M,M,M,M),
\end{equation}
where $\tfrac12=3\times\tfrac16$ counts the positions of $X$. Write the middle term as $\tfrac12\sum_{\mathbf p}\xi_{\mathbf p}J_{-\mathbf p}$, with $J$ quadratic in $\mu$, and let $G_X(p)=g(1,p^2R_g^2)$. The extremum over $\xi$ is at $\xi_{\mathbf p}=J_{\mathbf p}/(2G_X)$, and its value is
\begin{equation}
\sum_{\mathbf p}\left(-\frac18+\frac14\right)\frac{J_{\mathbf p}J_{-\mathbf p}}{G_X(p)}=\frac{3}{24}\sum_{\mathbf p}\frac{J_{\mathbf p}J_{-\mathbf p}}{G_X(p)} .
\end{equation}
The factor 3 matches the three ways of pairing four wavevectors. We may insert the first-order $\mu=-2\psi/G$, because its correction is of third order and changes an extremum by its square, which is of sixth order. This gives the factor $(2/G)^4=16/G^4$.

Define the chain moments
\begin{align}
T(\mathbf q,\mathbf k)&=\int d^3s\,\sigma_1\sigma_2\langle e^{i[\mathbf q\cdot\mathbf r_1+\mathbf k\cdot\mathbf r_2-(\mathbf q+\mathbf k)\cdot\mathbf r_3]}\rangle,\\
g_4(\mathbf q,\mathbf k)&=\int d^4s\,\sigma_1\sigma_2\sigma_3\sigma_4\langle e^{i[\mathbf q\cdot(\mathbf r_1-\mathbf r_2)+\mathbf k\cdot(\mathbf r_3-\mathbf r_4)]}\rangle .
\end{align}
The fourth cumulant is the moment minus the product of pair moments, $\kappa_4=g_4-G^2$ for $\mathbf k\ne\pm\mathbf q$. The pairing $\mathbf q$ with $-\mathbf q$ has $\mathbf p=0$; a uniform pressure does nothing, so that exchange is absent. With the quartic energy written as $\frac1{24}\sum\Gamma\,\psi\psi\psi\psi$, we find
\begin{equation}
\Gamma=\frac{16}{G^4}\left[G^2+\frac{T(\mathbf q,\mathbf k)^2}{G_X(|\mathbf q+\mathbf k|)}+\frac{T(\mathbf q,-\mathbf k)^2}{G_X(|\mathbf q-\mathbf k|)}-g_4\right].
\label{eq:vertex}
\end{equation}
For $\mathbf k\to\mathbf q$ the third term tends to $G^2$. At $\mathbf k=\mathbf q$ the cumulant subtracts two pair products instead of one, which gives the same result, so \eqref{eq:vertex} is continuous there.

To evaluate a moment of $m$ points, take the points in order along the chain and let $\mathbf P_j$ be the sum of the first $j$ wavevectors. Since all wavevectors add to zero, $\sum\mathbf q_j\cdot\mathbf r_j=-\sum\mathbf P_j\cdot(\mathbf r_{j+1}-\mathbf r_j)$. The increments are independent, so the average is $\prod_j e^{-P_j^2R_g^2(s_{j+1}-s_j)}$. The ordered integral is the corner element $(0,m)$ of $e^{A_+/2}e^{A_-/2}$. Here $A_\pm$ has diagonal $(0,-P_1^2R_g^2,\dots,-P_{m-1}^2R_g^2,0)$ and, just above it, $\pm1$ for points carrying $\sigma$ and $1$ for the others. This holds because $d\mathbf w/ds=\mathbf wA$, started from $\mathbf w=(1,0,\dots,0)$, builds up the nested integrals one point at a time, first on the A half and then on the B half. Summing over all $m!$ orders gives, for parallel waves,
\begin{equation}
\Lambda\equiv\Gamma(\mathbf k=\mathbf q)=156.6 .
\end{equation}

\subsection*{(c) How does the melt order without fluctuations?}

\emph{Minimize the energy of a single lamellar wave.}

\medskip
\textbf{Solution.} Let $\psi=2a\cos(q_*z)$, so that $\psi_{\pm q_*}=a$. The quadratic energy is $\tfrac12t\,(2a^2)$. Of the sign choices for four wavevectors, $4!/(2!\,2!)=6$ add to zero. Hence
\begin{equation}
f=ta^2+\frac{6\Lambda}{24}a^4=ta^2+\frac{\Lambda}{4}a^4 .
\label{eq:mf}
\end{equation}
With no cubic term, a second harmonic of $\psi$ is not generated; the third harmonic is of order $a^3$ and changes the energy at order $a^6$. For $t<0$,
\begin{equation}
a^2=-\frac{2t}{\Lambda},\qquad f_{\min}=-\frac{t^2}{\Lambda}.
\end{equation}
The amplitude grows from zero at $t=0$: in mean-field theory the transition is continuous and lies at $\chi N=10.495$.

This result also tests $\Lambda$. With $\chi N=(\chi N)_s+\delta$ we have $t=-2\delta$ and $f_{\min}=-4\delta^2/\Lambda$. The self-consistent field equations, with fields up to the fourth harmonic, were solved for a lamella of fixed period $2\pi/q_*$ at $\delta=0.05$ and $0.1$. Extrapolating $-4\delta^2/f_{\min}$ linearly to $\delta=0$ gives $156.58$, against $156.56$ from \eqref{eq:vertex}.

\subsection*{(d) How large are the thermal fluctuations?}

\emph{Suppose that the quadratic coefficient at its minimum is some $r>0$. Find the variance $S=\langle\psi^2\rangle$ due to waves near $q_*$.}

\medskip
\textbf{Solution.} A configuration of $\psi$ has the Boltzmann weight $e^{-nh}$, because $h$ is the energy of one chain. If the quadratic coefficient is $D(q)$, the modes $\mathbf q$ and $-\mathbf q$ together carry the weight $e^{-nD|\psi_{\mathbf q}|^2}$ for one complex amplitude, whence
\begin{equation}
\langle|\psi_{\mathbf q}|^2\rangle=\frac{1}{nD(q)} .
\end{equation}
Near the minimum $D=r+\tfrac12F''(x_*)(x-x_*)^2$ with $x-x_*\simeq2q_*R_g^2(q-q_*)$, so
\begin{equation}
D\simeq r+\kappa^2R_g^2(q-q_*)^2,\qquad \kappa^2=2x_*F''(x_*).
\end{equation}
With $F''(x_*)=0.9624$ this gives $\kappa=2.699$. The soft modes fill a shell of area $4\pi q_*^2$ in wavevector space:
\begin{align}
S&=\frac{V}{(2\pi)^3}\frac{4\pi q_*^2}{n}\int_{-\infty}^{\infty}\frac{dp}{r+\kappa^2R_g^2p^2}
=\frac{Nv\,q_*^2}{2\pi^2}\,\frac{\pi}{\kappa R_g\sqrt r}
=\frac{Nv}{R_g^3}\,\frac{x_*}{2\pi\kappa\sqrt r}.
\end{align}
Extending the integral to infinity requires a thin shell, $\sqrt r\ll\kappa\sqrt{x_*}$. Since $R_g^3=N^{3/2}b^3/6^{3/2}$, the prefactor is $Nv/R_g^3=6^{3/2}v/(N^{1/2}b^3)=6^{3/2}\bar N^{-1/2}$, and
\begin{equation}
S(r)=\frac{C}{\sqrt{\bar N r}},\qquad C=\frac{6^{3/2}x_*}{2\pi\kappa}=3.280 .
\label{eq:shell}
\end{equation}

The variance is small when many chains overlap, but it diverges as $r\to0$. The shell is the reason. If the soft modes surrounded the single point $q=0$, the integral would be $\int p^2dp/(r+p^2)$, which stays finite at small $p$ in three dimensions. Here every direction is soft, and the remaining integral is one-dimensional. A test with the full function $F(x)$ in place of the parabola gave $1.0002$ for the ratio of the change in $S$ between $r=10^{-3}$ and $r=4\times10^{-3}$ to the change predicted by \eqref{eq:shell}.

\section{From soft modes to a first-order transition}

\subsection*{Symbols and results carried over}

The distance from the mean-field instability is $t=2[(\chi N)_s-\chi N]$, with $(\chi N)_s=10.495$. A lamella is $\psi=2a\cos(q_*z)$, where $q_*R_g=\sqrt{x_*}$ and $x_*=3.785$. Its mean-field energy per chain is $ta^2+\Lambda a^4/4$, with $\Lambda=156.6$. If the quadratic coefficient at the minimum is $r$, fluctuations have the variance $S(r)=C/\sqrt{\bar Nr}$, with $C=3.280$, $\kappa=2.699$ and $\bar N=Nb^6/v^2$. From here to part (h) the vertex is taken as $\Lambda$ for every angle between the waves.

\subsection*{(e) Can the disordered melt still become unstable?}

\emph{Let the fluctuations act back on the coefficient $r_0$ of the disordered melt, and find the range of $t$ in which $r_0>0$.}

\medskip
\textbf{Solution.} In the Hartree approximation two of the four factors in the quartic term are replaced by their average. There are six ways to choose them, so the term becomes
\begin{equation}
\frac{6}{24}\Lambda S\sum_{\mathbf q}|\psi_{\mathbf q}|^2=\frac12\left(\frac{\Lambda S}{2}\right)\sum_{\mathbf q}|\psi_{\mathbf q}|^2 .
\end{equation}
It adds $\Lambda S/2$ to the quadratic coefficient. With $S$ evaluated at the corrected coefficient,
\begin{equation}
r_0=t+\frac{B}{\sqrt{r_0}},\qquad B=\frac{\Lambda C}{2\sqrt{\bar N}} .
\label{eq:dis}
\end{equation}
Read as $t=r_0-B/\sqrt{r_0}$, the right side rises steadily from $-\infty$ to $+\infty$ as $r_0$ runs from $0$ to $\infty$. Every $t$ therefore has one positive $r_0$. For large positive $t$, $r_0\simeq t$, the mean-field value; for large negative $t$, $r_0\simeq B^2/t^2$, which is small but positive. Within this theory the disordered melt never loses local stability, so it cannot pass continuously into a lamella. If it orders, it must do so by a jump.

The two terms of \eqref{eq:dis} are comparable when $r_0\sim B^{2/3}$. This sets the scale $|t|\sim B^{2/3}\propto\bar N^{-1/3}$ of everything that follows.

Within the Hartree approximation the disordered melt stays locally stable at every $t$, so if it orders, it must do so by a jump. It remains to find where the lamella becomes the stable phase, whether another pattern could appear first, how far the result can be trusted, and what it implies for the smallest lamellar pitch.

Numerical values quoted here were computed with a short program.
